# Self-consistent orbital potential of local-scaling SIC and its quasi-self-consistent truncation

## Result

Local-scaling self-interaction correction (LSIC) weights the Perdew–Zunger correction at each point by a function of \(z=\tau_W/\tau\). For real orbitals \(\psi_i\) of one spin and a local spin-density functional, the energy is stationary when \(h_i\psi_i=\sum_j\lambda_{ji}\psi_j\), with \(\lambda\) symmetric and

\[
\begin{aligned}
h_i={}&h_{\rm DFA}-f\,[u_i+v_{xc}(n_i,0)]-\tfrac12\,(w_i-f u_i)\\
&+\frac{\hbar^2}{2m}\frac{1}{\sqrt n}\nabla\!\cdot(q\nabla\sqrt n)-\frac{\hbar^2}{2m}\nabla\!\cdot(qz\nabla\;\;).
\end{aligned}
\tag{1}
\]

The quasi-self-consistent version multiplies the Perdew–Zunger orbital potential by \(f(\mathbf r)\) and stops there. It keeps the first two terms and drops three:

- the Coulomb asymmetry \(-\tfrac12(w_i-fu_i)\);
- the response of \(\tau_W\), a multiplicative potential \(v_W\);
- the response of \(\tau\), a differential operator.

A derivative taken at frozen \(z\) is a different approximation: it drops the last two terms and retains the first.

The symbols are

\[
n_i=\psi_i^2,\quad n=\sum_i n_i,\quad \tau=\frac{\hbar^2}{2m}\sum_i|\nabla\psi_i|^2,\quad \tau_W=\frac{\hbar^2|\nabla n|^2}{8mn},
\]
\[
u_i(\mathbf r)=e^2\!\int\!\frac{n_i(\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r',\qquad
w_i(\mathbf r)=e^2\!\int\!\frac{f(\mathbf r')n_i(\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r',
\]
\[
S=\sum_i\big[\tfrac12 n_iu_i+e_{xc}(n_i,0)\big],\qquad q=\frac{f'(z)S}{\tau},\qquad f(z)=z^k,\;k\ge1.
\]

Here \(e_{xc}(n_i,0)\) is the energy density of a fully polarized density and \(v_{xc}(n_i,0)\) its derivative with respect to \(n_i\). \(S\) is an energy density, like \(\tau\), so \(q\) is dimensionless. The energy is

\[
E=E_{\rm DFA}-\sum_\sigma\int f(z_\sigma)S_\sigma\,d\mathbf r .
\tag{2}
\]

Each spin has its own \(z\), so one spin is followed below and its index suppressed. Occupations are one, \(\tau>0\) is assumed, and surface terms vanish because the orbitals decay.

## Stage 1: one orbital

With a single real orbital, \(n=\psi^2\) and \(\nabla n=2\psi\nabla\psi\). Hence

\[
\tau_W=\frac{\hbar^2\,4\psi^2|\nabla\psi|^2}{8m\psi^2}=\frac{\hbar^2}{2m}|\nabla\psi|^2=\tau ,\qquad z=1,\quad f=1 .
\]

This holds for every real \(\psi\), so \(z\) does not change when \(\psi\) is varied. The correction is \(-\int S\), and its variation gives the Perdew–Zunger potential \(-(u+v_{xc})\). It cancels the Hartree and exchange-correlation potentials of the single electron.

For a one-electron ion of nuclear charge 4, with local spin-density exchange and no correlation, the uncorrected energy on the hydrogenic orbital is \(-7.822\) hartree. The corrected energy is \(-8.000\) hartree, the known value \(-Z^2/2\).

The general formula must reproduce this case, although it will contain separate responses of \(\tau_W\) and \(\tau\) that have no reason to vanish singly.

## Stage 2: many orbitals, \(z\) held fixed

For real orbitals the operator is defined by \(\delta E=2\sum_i\int\delta\psi_i\,h_i\psi_i\). A density-like variation \(\int V_i\,\delta n_i\) with \(\delta n_i=2\psi_i\delta\psi_i\) therefore contributes the potential \(V_i\) to \(h_i\).

The Coulomb part of the correction is

\[
-\frac{e^2}{2}\sum_i\iint\frac{f(\mathbf r)\,n_i(\mathbf r)\,n_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\]

The weight \(f\) sits at only one of the two points. Varying \(n_i(\mathbf r)\) gives \(-\tfrac12fu_i\). Varying \(n_i(\mathbf r')\) leaves \(f\) under the integral and, after the points are renamed, gives \(-\tfrac12w_i\). The exchange-correlation part gives \(-fv_{xc}\). The sum is rearranged to expose the locally scaled potential:

\[
-\tfrac12fu_i-\tfrac12w_i-fv_{xc}=-f(u_i+v_{xc})-\tfrac12(w_i-fu_i).
\tag{3}
\]

**Limit of constant \(f\).** Then \(w_i=fu_i\) and the bracket vanishes. The Coulomb asymmetry thus measures the non-uniformity of \(f\), but it does not come from varying \(f\).

**Sum rule.** By the symmetry of the Coulomb kernel,

\[
\int n_iw_i\,d\mathbf r=e^2\iint\frac{n_i(\mathbf r)f(\mathbf r')n_i(\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r\,d\mathbf r'=\int f n_iu_i\,d\mathbf r ,
\]

so the asymmetry has zero expectation value in each orbital. It still has off-diagonal elements.

If \(e_{xc}\) also depends on \(\nabla n_i\), the fixed-\(z\) variation contains \(+\nabla\!\cdot(f\,\partial e_{xc}/\partial\nabla n_i)\). The product rule turns this into \(f\) times the usual gradient part plus \(\nabla f\cdot\partial e_{xc}/\partial\nabla n_i\). A gradient functional therefore has this fourth term, which local scaling of the potential also drops. The example below uses a local functional, where it is absent.

## Stage 3: releasing \(z\)

From \(z=\tau_W/\tau\),

\[
\delta z=\frac{\delta\tau_W}{\tau}-\frac{\tau_W}{\tau^2}\delta\tau=\frac{\delta\tau_W-z\,\delta\tau}{\tau},
\]

and the extra variation of the energy is

\[
\delta E_z=-\int f'(z)S\,\delta z\,d\mathbf r=-\int q\,\delta\tau_W\,d\mathbf r+\int qz\,\delta\tau\,d\mathbf r .
\tag{4}
\]

**Response of \(\tau_W\).** Since \(\nabla n=2\sqrt n\,\nabla\sqrt n\), one has \(\tau_W=(\hbar^2/2m)|\nabla\sqrt n|^2\). Then

\[
-\int q\,\delta\tau_W=-\frac{\hbar^2}{m}\int q\,\nabla\sqrt n\cdot\nabla\delta\sqrt n
=\frac{\hbar^2}{m}\int\delta\sqrt n\;\nabla\!\cdot(q\nabla\sqrt n),
\]

where the last step is an integration by parts. With \(\delta\sqrt n=\delta n/(2\sqrt n)\), the coefficient of \(\delta n\) is

\[
v_W=\frac{\hbar^2}{2m}\frac{1}{\sqrt n}\nabla\!\cdot(q\nabla\sqrt n).
\tag{5}
\]

It depends only on quantities summed over orbitals, so it is the same for all orbitals of the spin.

**Response of \(\tau\).** Here \(\delta\tau=(\hbar^2/m)\sum_i\nabla\psi_i\cdot\nabla\delta\psi_i\), and integration by parts gives

\[
\int qz\,\delta\tau=-\frac{\hbar^2}{m}\sum_i\int\delta\psi_i\,\nabla\!\cdot(qz\nabla\psi_i)
=2\sum_i\int\delta\psi_i\Big[-\frac{\hbar^2}{2m}\nabla\!\cdot(qz\nabla\psi_i)\Big].
\]

The bracket is the last term of (1). Added to the ordinary kinetic operator, it gives \(-(\hbar^2/2m)\nabla\!\cdot[(1+qz)\nabla\;]\), which has the form of a position-dependent mass. This operator is Hermitian, and it cannot be represented by one multiplicative potential common to all orbitals in general.

**Finite-difference test.** \(S\), \(\tau_W\) and \(\tau\) can be fed from separate sets of orbitals, and one set displaced at a time. For beryllium, along one arbitrary direction and with \(k=1\), the derivatives of the correction energy for one spin are

- \(0.268431\) hartree from \(S\), the two terms of (3) together;
- \(0.130791\) hartree from \(\tau_W\);
- \(-0.117297\) hartree from \(\tau\).

The formulas give the same printed digits, and they do so for \(k=2\) as well.

## Stage 4: limits of the complete operator

**Back to one orbital.** Now \(z=1\), and away from nodes \(\sqrt n=\pm\psi\) with a constant sign. The two responses acting on \(\psi\) are

\[
v_W\psi-\frac{\hbar^2}{2m}\nabla\!\cdot(qz\nabla\psi)=\frac{\hbar^2}{2m}\big[\nabla\!\cdot(q\nabla\psi)-\nabla\!\cdot(q\nabla\psi)\big]=0 .
\]

Since \(f=1\), the Coulomb asymmetry vanishes too, and stage 1 is recovered. For the ion, the \(\tau_W\) response alone has norm \(0.642\) hartree on \(\psi\), while the sum of both responses is zero to rounding. Keeping one response and dropping the other would spoil the one-electron limit.

**Uniform density.** If \(\nabla n=0\) everywhere while \(\tau>0\), then \(z=0\) and \(f=0\). Hence \(w_i=0\), \(\nabla\sqrt n=0\) gives \(v_W=0\), and \(qz=0\). The operator reduces to \(h_{\rm DFA}\), as required of a correction that should leave the uniform gas alone.

**Trace of the responses.** Multiplying (5) by \(n\) and integrating by parts gives

\[
\int n\,v_W=\frac{\hbar^2}{2m}\int\sqrt n\,\nabla\!\cdot(q\nabla\sqrt n)=-\int q\,\tau_W .
\]

The \(\tau\) response has the occupied trace

\[
-\frac{\hbar^2}{2m}\sum_i\int\psi_i\nabla\!\cdot(qz\nabla\psi_i)=\int qz\,\tau=\int q\,\tau_W .
\]

The sum is zero. The reason is that \(z\) does not change when all orbitals are multiplied by a common factor. For given orbitals, the three dropped terms therefore leave the sum of the orbital energies unchanged; they redistribute it among the levels and alter the occupied–virtual elements that determine the orbitals.

**Localization condition.** LSIC is not invariant under rotations among occupied orbitals, so these rotations must also be stationary. Projection of the orbital equation gives \(\lambda_{ji}=\langle\psi_j|h_i|\psi_i\rangle\). Symmetry of \(\lambda\) and hermiticity of \(h_j\) then require

\[
\langle\psi_j|h_i-h_j|\psi_i\rangle=0 .
\tag{6}
\]

Both \(z\) responses are common to the orbitals of one spin and cancel from (6). The Coulomb asymmetry depends on \(i\) and remains. The quasi version thus imposes an altered localization condition; the frozen-\(z\) version has the correct form of it. This assumes freely varied orbitals. Fermi–Löwdin orbitals are functions of other parameters, and for them (1) must be inserted into a further chain rule.

**Tail.** Far outside a finite system, let one orbital shape dominate, so that \(z\to1\) and \(\psi_i\propto\sqrt n\). The two responses then cancel as in the one-orbital case, and \(v_{xc}(n_i,0)\) decays exponentially. What remains is \(-\tfrac12(fu_i+w_i)\). At large distance \(u_i\to e^2/r\) and \(w_i\to e^2\langle f\rangle_i/r\), with \(\langle f\rangle_i=\int fn_i\,d\mathbf r\), so

\[
\text{full: }-\frac{1+\langle f\rangle_i}{2}\,\frac{e^2}{r},\qquad \text{quasi: }-\frac{e^2}{r}.
\tag{7}
\]

The quasi potential has the tail that removes one whole electron's self-repulsion. The derivative of the LSIC energy does not, unless \(\langle f\rangle_i=1\).

## Stage 5: beryllium

The example is the closed-shell beryllium atom with \(k=1\), s orbitals only, seven Slater functions and local spin-density exchange. It leaves out correlation, p admixture and the remainder of the basis, so the numbers compare three sets of equations and are not reference values for the atom. The differences between the sets are not fully converged in the basis either. With ten to fourteen Slater functions the full energy and levels move by about \(10^{-4}\) hartree. The quasi energy rise quoted below grows from 2.87 to about 3.2 millihartree, and the frozen-\(z\) rise from 1.35 to about 1.39 millihartree. The gap between the outer quasi and full levels shrinks from 0.0182 to about 0.0179 hartree, and the inner quasi level moves by about \(-0.001\) hartree.

The LSIC energy was first minimized using energy values alone. At that minimum the largest residual of the full equations is \(6\times10^{-8}\) hartree. It is \(0.027\) hartree for the frozen-\(z\) equations and \(0.059\) hartree for the quasi equations. Each set was then solved self-consistently, and the LSIC energy (2) evaluated with its orbitals:

| equations | energy (hartree) | levels (hartree) |
|---|---|---|
| full | −14.5531 | −4.7067, −0.2824 |
| frozen \(z\) | −14.5518 | −4.6644, −0.2892 |
| quasi | −14.5502 | −4.6918, −0.3006 |

The levels are eigenvalues of \(\lambda\). The quasi orbitals raise the energy by \(2.87\) millihartree (78 meV), and the frozen-\(z\) orbitals by \(1.35\) millihartree (37 meV). Without correction the energy is \(-14.2233\) hartree, so LSIC lowers it by \(14.553114-14.223253=0.3299\) hartree, and the quasi error is \(0.00287/0.3299\approx0.9\,\%\) of that lowering. The energy is stationary at the full solution, so an orbital error enters it in second order.

The levels have no such protection. The outer quasi level lies below the level of the full equations by \(0.3006-0.2824=0.0182\) hartree (0.50 eV), about 6 % of the full value.

The expectation values at the full solution show the redistribution:

- inner orbital: \(-0.1542+0.1435=-0.0108\) hartree from \(\tau_W\) and \(\tau\), using unrounded terms;
- outer orbital: \(-0.0132+0.0240=+0.0108\) hartree.

They cancel in the sum, as derived. Dropping the responses at fixed orbitals thus lowers the outer diagonal element and raises the inner one. The frozen-\(z\) levels move in these directions, by \(-0.0068\) and \(+0.0423\) hartree. At fixed orbitals the sum of the levels could not change, so its rise by \(0.0423-0.0068=0.0355\) hartree is due entirely to orbital relaxation, which dominates the shift of the inner level. In the localization condition the Coulomb asymmetry contributes a term of magnitude \(0.013\) hartree (its sign follows the arbitrary sign of the orbitals), and the two responses nothing beyond rounding.

Potentials acting on the outer orbital, in hartree, show where the dropped terms matter:

| \(r\) (bohr) | \(z\) | kept \(-f(u+v_x)\) | Coulomb asymmetry | \(v_W\) |
|---|---|---|---|---|
| 0.30 | 0.996 | −0.254 | 0.063 | −0.298 |
| 1.00 | 0.343 | −0.061 | −0.083 | 0.156 |
| 1.48 | 0.144 | −0.021 | −0.126 | −0.011 |
| 2.51 | 0.998 | −0.142 | 0.035 | −0.032 |

At \(1.48\) bohr \(z\) is small and the kept potential is nearly switched off, yet the Coulomb asymmetry is about six times larger. Equation (3) explains this: where \(f\to0\), the fixed-\(z\) correction tends to \(-\tfrac12w_i\), which is produced by charge at other places where \(f\) is not small. The potential \(v_W\) should not be read alone: summed over the occupied orbitals, its expectation value is cancelled by that of the \(\tau\) response, which is a differential operator and has no column in the table.

The kinetic factor \(1+qz\) has its smallest value, \(0.93\), at the innermost grid point. It stays positive here. That is no general proof of stability, because \(q\) itself depends on orbital gradients.

For the tail, \(\langle z\rangle=0.824\) in the outer orbital, and (7) predicts \(-(1+0.824)/2=-0.912\) hartree bohr for \(r\) times the full correction. The operator gives \(-0.911\) at \(19.8\) bohr, and the quasi form \(-0.999\).

## Where the derivation fails

- At a point where all orbital gradients vanish, \(\tau=0\) and \(z\) is undefined; \(q\) may then diverge.
- For \(0<k<1\), \(f'(z)\) diverges wherever \(\nabla n=0\), which is why \(k\ge1\) was assumed.
- For complex orbitals a single orbital can have \(\tau>\tau_W\), because a phase gradient adds to \(\tau\) and not to \(\tau_W\). The one-electron limit of stage 1 then no longer follows.

The complete values are in the numerical output below.

## Table of computed values

```
One-electron ion Z=4: E(LSD-x) = -7.822150 hartree
One-electron ion Z=4: E(LSIC) = -8.000000 hartree
Ion: norm of tau_W response on psi = 0.64175 hartree
Ion: norm of tau_W + tau responses = 1.2e-15 hartree
k=1, vary S: difference 0.268431, formula 0.268431 hartree
k=1, vary tau_W: difference 0.130791, formula 0.130791 hartree
k=1, vary tau: difference -0.117297, formula -0.117297 hartree
k=2, vary S: difference 0.267373, formula 0.267373 hartree
k=2, vary tau_W: difference 0.251316, formula 0.251316 hartree
k=2, vary tau: difference -0.229019, formula -0.229019 hartree
Be E(LSD-x) = -14.223253 hartree
Be E(LSIC), minimized from energies only = -14.553114 hartree
Largest residual at that minimum, full: 6.3e-08 hartree
Largest residual at that minimum, frozen-z: 2.7e-02 hartree
Largest residual at that minimum, quasi: 5.9e-02 hartree
full: E(LSIC) = -14.553114, levels -4.70670, -0.28239 hartree
frozen-z: E(LSIC) = -14.551760, levels -4.66440, -0.28920 hartree
quasi: E(LSIC) = -14.550244, levels -4.69184, -0.30062 hartree
Energy rise, frozen-z: 1.3539 millihartree = 36.842 meV
Energy rise, quasi: 2.8692 millihartree = 78.075 meV
<coulomb> in orbitals 1, 2: 0.000000, 0.000000 hartree; localization -1.3e-02
<weizsaecker> in orbitals 1, 2: -0.154235, -0.013236 hartree; localization 2.4e-17
<tau> in orbitals 1, 2: 0.143479, 0.023992 hartree; localization 4.9e-17
Smallest 1+qz = 0.9317 at r = 0.000 bohr
Columns: r (bohr), z, q, then potentials on orbital 2 (hartree):
scaled, coulomb, weizsaecker
0.304 0.9956 0.0239 -0.25404 0.06340 -0.29775
0.998 0.3426 0.0414 -0.06131 -0.08324 0.15571
1.478 0.1441 0.0329 -0.02141 -0.12550 -0.01126
2.511 0.9982 0.1239 -0.14231 0.03470 -0.03167
4.993 1.0000 0.2017 -0.13069 0.01761 0.01593
Mean of z over orbital 2 = 0.82418
r times correction at r = 19.82 bohr: full -0.9114, quasi -0.9993 hartree bohr
Predicted full tail -(1+<z>)/2 = -0.9121 hartree bohr
```
